# Piezoelectric Polarization of a Biaxially Strained Wurtzite Film, part 2

A wide wurtzite film grows coherently on a thick substrate, which imposes the in-plane strain $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$. The $z$ axis points along the positive direction of the polar c axis. The problem is to find how strain changes the polarization $P_z$, now with a macroscopic field $E$ along $z$ in the film.

Units are Gaussian, with $\mathbf D=\mathbf E+4\pi\mathbf P$; a surface with outward normal $\mathbf n$ carries the bound charge $\mathbf P\cdot\mathbf n$ per area. Stress and polarization are kept to first order in strain. At zero field,

$$
P_z=P_{\rm sp}+e_{31}(\varepsilon_{xx}+\varepsilon_{yy})+e_{33}\varepsilon_{zz}
\qquad(E=0). \tag{1}
$$

Here $P_{\rm sp}$ is the spontaneous polarization, and $e_{31}$ and $e_{33}$ are derivatives of the dipole moment per *actual* volume. With $W$ the elastic energy density, the normal stress at zero field is $\partial W/\partial\varepsilon_{zz}$:

$$
\sigma_{zz}=C_{13}(\varepsilon_{xx}+\varepsilon_{yy})+C_{33}\varepsilon_{zz}. \tag{3}
$$

A free top surface makes $\sigma_{zz}=0$ at every depth. At zero field this gives

$$
\varepsilon_{zz}=-\frac{2C_{13}}{C_{33}}\,\varepsilon , \tag{5}
$$

and the strain-induced polarization, called "the formula" below, is

$$
\boxed{\;P_{\rm pz}=2\varepsilon\left(e_{31}-e_{33}\frac{C_{13}}{C_{33}}\right)\;} \tag{6}
$$

The coefficients $d_{31}$ and $d_{33}$ are the polarization changes at zero field per unit stress $\sigma_{xx}$ and $\sigma_{zz}$, each acting alone. They satisfy

$$
e_{31}=(C_{11}+C_{12})d_{31}+C_{13}d_{33},\qquad
e_{33}=2C_{13}d_{31}+C_{33}d_{33}.
$$

The dielectric constant at fixed strain is $\kappa=1+4\pi\chi$, where $\chi$ gives the dielectric response $\chi E$. The $C_{ij}$ are the elastic constants at fixed field. In $e|E|h$, $e$ is the elementary charge.

The numerical film has $\varepsilon=0.01$, $e_{31}=-1.5\times10^5$ and $e_{33}=3.0\times10^5$ statC/cm$^2$, and, in units of $10^{12}$ dyn/cm$^2$, $C_{11}=4.0$, $C_{12}=1.4$, $C_{13}=1.0$ and $C_{33}=4.0$. Hence $P_{\rm pz}=-4500$ statC/cm$^2$.

### (g) The stress produced by a field

Place the film between two thin electrodes with a potential difference $V$, chosen so that a positive $V$ gives a field $E=V/h$ along $+z$, where $h$ is the height of the film. The substrate fixes the area. Find how $E$ changes the normal stress, to first order in $E$.

*Solution.* Let $h_0$ be the height at $\varepsilon_{zz}=0$, so that $h=h_0(1+\varepsilon_{zz})$, and let $P^0=P_{\rm sp}+2e_{31}\varepsilon+e_{33}\varepsilon_{zz}$ be the polarization at zero field. At fixed voltage the battery exchanges energy with the film. The function whose derivative gives the mechanical force is therefore the energy of the film minus $Vq$, where $q$ is the charge per area on the lower electrode. Per area it is

$$
G=h_0W-VP^0-\frac{\kappa V^2}{8\pi h}. \tag{10}
$$

Its derivative with respect to voltage must give the charge:

$$
q=-\frac{\partial G}{\partial V}=P^0+\frac{\kappa V}{4\pi h}
=\frac{4\pi P^0+\kappa E}{4\pi}=\frac{D}{4\pi}.
$$

This is the charge that produces a displacement $D$ between the plates, which confirms the sign and factor of the two terms with $V$ in equation (10).

The normal stress is the derivative with respect to $\varepsilon_{zz}$ at fixed $V$, divided by $h_0$. Since $\partial P^0/\partial\varepsilon_{zz}=e_{33}$ and $\partial h/\partial\varepsilon_{zz}=h_0$,

$$
\sigma_{zz}=\frac1{h_0}\frac{\partial G}{\partial\varepsilon_{zz}}
=2C_{13}\varepsilon+C_{33}\varepsilon_{zz}
-e_{33}\frac{V}{h_0}+\frac{\kappa V^2}{8\pi h^2}.
$$

In the third term, $V/h_0=E(1+\varepsilon_{zz})$, which differs from $E$ by a product of field and strain. The last term is $\kappa E^2/8\pi$. Both corrections are of second order and are dropped:

$$
\sigma_{zz}=2C_{13}\varepsilon+C_{33}\varepsilon_{zz}-e_{33}E . \tag{11}
$$

The coefficient that gives polarization per strain thus also gives stress per field, with a minus sign. With $e_{33}>0$, a field along $+z$ stretches a free film along its axis. A spontaneous polarization does not alter this term, because $P_{\rm sp}$ does not change with $\varepsilon_{zz}$.

### (h) Polarization of a free film in a field

The top surface is again free. Find the normal strain and the polarization for a given $E$. Does the formula for $P_{\rm pz}$ survive?

*Solution.* Setting equation (11) to zero gives

$$
\varepsilon_{zz}=-\frac{2C_{13}}{C_{33}}\varepsilon+\frac{e_{33}}{C_{33}}E. \tag{12}
$$

The polarization is its zero-field value at this strain plus the dielectric response:

$$
P_z=P_{\rm sp}+2e_{31}\varepsilon+e_{33}\varepsilon_{zz}+\chi E .
$$

Insertion of equation (12) and collection of the terms with $\varepsilon$ and with $E$ gives

$$
P_z=P_{\rm sp}+P_{\rm pz}
+\left(\chi+\frac{e_{33}^2}{C_{33}}\right)E . \tag{13}
$$

The formula survives as the part of the polarization that is present without a field. It is the source that enters an electrostatic calculation. The field adds a response, and the free film responds more strongly than a clamped one, because it can also change its height. The corresponding dielectric constant follows from $D=E+4\pi P_z$:

$$
D=4\pi(P_{\rm sp}+P_{\rm pz})+\kappa_{\rm free}E,\qquad
\kappa_{\rm free}=\kappa+\frac{4\pi e_{33}^2}{C_{33}}. \tag{14}
$$

A stress-free surface is therefore not enough to make the whole polarization change equal to $P_{\rm pz}$. The field must also vanish, or its response must be counted separately. For a field along $z$ that is uniform across the plane and slow enough for the height to follow, $P_{\rm pz}$ goes together with $\kappa_{\rm free}$. Combining it with $\kappa$ would leave out the change of height caused by the field. The word free refers to the height only, since the substrate still clamps the plane. A crystal free of all stress has the larger constant $\kappa+4\pi(2d_{31}e_{31}+d_{33}e_{33})$, which does not apply to the film. For the numerical film with $\kappa=10$ the three values are 10, 10.28 and 10.54.

### (i) An isolated film

Now remove the electrodes. No free charge is present in the film, at its faces or outside, and no external field is applied. Take $P_{\rm sp}=0$ and $\kappa=10$ for the numerical film. Find the field, the normal strain and the polarization. Is it justified to drop the term $\kappa E^2/8\pi$?

*Solution.* The bound charges on the two faces of a wide film are equal and opposite, so they produce no field outside. There $D=0$, and since $D_z$ is continuous across a surface without free charge, $D=0$ inside as well. Equation (14) gives

$$
E=-\frac{4\pi P_{\rm pz}}{\kappa_{\rm free}}. \tag{15}
$$

The field opposes the polarization that creates it. For the numerical film,

$$
\kappa_{\rm free}=10+\frac{4\pi(3.0\times10^5)^2}{4.0\times10^{12}}=10.28,
\qquad
E=\frac{4\pi\times4500}{10.28}\ \text{statV/cm}\approx5.50\times10^3\ \text{statV/cm}.
$$

Equation (12) then gives

$$
\varepsilon_{zz}=-0.00500
+\frac{3.0\times10^5\times5.50\times10^3}{4.0\times10^{12}}
=-0.00459 .
$$

The magnitude of the normal strain is 8.2% smaller than at zero field. The field pulls the film back toward its original height, although the surface is stress-free in both cases.

The part of the polarization due to strain is now

$$
2e_{31}\varepsilon+e_{33}\varepsilon_{zz}
=-3000-1376=-4376\ \text{statC/cm}^2 .
$$

The dielectric response $\chi E$ is positive and cancels most of it. Since $D=0$, the total polarization is

$$
P_z=-\frac{E}{4\pi}=-438\ \text{statC/cm}^2 .
$$

Three different numbers thus describe one film: $-4500$ for the source term, $-4376$ for the strain contribution in the presence of the field, and $-438$ statC/cm$^2$ for the total polarization. The source term is the one given by the formula.

The neglected stress $\kappa E^2/8\pi$ is 0.7% of the retained stress $|e_{33}E|$, so dropping it is justified here. Their ratio, $\kappa|E|/(8\pi|e_{33}|)$, grows with the field. A spontaneous polarization of $-0.09$ C/m$^2$ in the same film would raise the field to about 11.6 MV/cm and the ratio to 5%. A dielectric constant that depends on strain would add another stress quadratic in $E$, which this linear treatment also leaves out.

The isolated state has a limited range. The potential difference $|E|h$ grows in proportion to the height of the film. The field found above is 1.65 MV/cm, so $e|E|h$ reaches 3.4 eV at a height of about 21 nm. When $e|E|h$ becomes large enough to transfer electrons from states at one face to states at the other, free charge appears and $D$ is no longer zero. The field then falls below the value of equation (15), but $P_{\rm pz}$ remains the strain-induced source.

### (j) Which coefficient $e_{31}$?

Connect the two faces of the film by a wire, so that $E=0$, and strain the film slowly. The charge that flows through the wire measures the change of $P_z$ times the actual area. Let $e_{31}^{\rm prop}$, the proper coefficient, be the derivative of this charge per *reference* area with respect to one in-plane strain. How is it related to $e_{31}$? Is there a similar difference for $e_{33}$?

*Solution.* Under equal in-plane strains the area changes from $A_0$ to $A_0(1+\varepsilon)^2$. The charge per reference area is

$$
Q=P_z(1+\varepsilon)^2 .
$$

Keep $\varepsilon_{zz}=0$, so that $P_z=P_{\rm sp}+2e_{31}\varepsilon$. To first order,

$$
Q=(P_{\rm sp}+2e_{31}\varepsilon)(1+2\varepsilon)
=P_{\rm sp}+2(e_{31}+P_{\rm sp})\varepsilon .
$$

All terms in $\varepsilon^2$ and higher powers were dropped. Two equal strains act, so the coefficient of $2\varepsilon$ is the derivative for one of them:

$$
e_{31}^{\rm prop}=e_{31}+P_{\rm sp}. \tag{16}
$$

A strain $\varepsilon_{zz}$ does not change the area, so the two definitions of $e_{33}$ agree.

For a film with a free surface, the charge per reference area changes by

$$
Q-P_{\rm sp}=P_{\rm pz}+2P_{\rm sp}\varepsilon
=2\varepsilon\left(e_{31}^{\rm prop}-e_{33}\frac{C_{13}}{C_{33}}\right). \tag{17}
$$

The formula has the same form with either coefficient, but it answers different questions. With $e_{31}$ it gives the change of dipole moment per actual volume. With $e_{31}^{\rm prop}$ it gives the charge that flows during straining, per original area.

The bound charge at an interface is counted per actual area and is the difference of the actual polarizations. For a substrate below and a film above it is $P_{\rm substrate}-P_{\rm film}$. At zero field this calls for $P_{\rm film}=P_{\rm sp}+P_{\rm pz}$ with $e_{31}$; a field adds the response in equation (13). If the proper coefficient is given, $P_{\rm sp}$ must first be subtracted from it. Using it without the subtraction would shift the polarization by $2\varepsilon P_{\rm sp}$.

### (k) A crystal of springs and charges

The macroscopic derivation did not say how atoms move inside the cell. Consider a wurtzite crystal with lattice constants $a$ and $c$. Each cation has one anion neighbour at height $uc$ directly above it, and three at height $-(\tfrac12-u)c$ and lateral distance $a/\sqrt3$. Cations carry the charge $+Z$ and anions $-Z$. Find $P_z$. Then explain why constants taken from cells of fixed shape should predict the polarization of a film whose height relaxes.

*Solution.* Every anion also has four cation neighbours, so its charge can be shared equally among them. Each cation then forms a neutral cluster with a charge $-Z/4$ on each of its four neighbours, and these clusters make up the crystal. The mean height of the four neighbours above the cation is

$$
\frac{uc-3(\tfrac12-u)c}{4}=\left(u-\tfrac38\right)c ,
$$

so the cluster has the dipole moment $-Z(u-\tfrac38)c$. The cell volume $\tfrac{\sqrt3}{2}a^2c$ contains two cations, which leaves $\tfrac{\sqrt3}{4}a^2c$ for each. Therefore

$$
P_z=-\frac{4Z\,(u-\frac38)}{\sqrt3\,a^2}. \tag{18}
$$

The height $c$ cancels, but it affects $P_z$ through $u$, which adjusts when the cell is strained.

Let $w(a,c,u)$ be the energy per cation. At a given cell shape the atoms settle where $\partial w/\partial u=0$, which defines $u(a,c)$. The macroscopic constants describe the crystal after this adjustment. The free surface adds the condition $\partial w/\partial c=0$, which is zero normal stress. Its first-order change along the film's path is $2C_{13}\varepsilon+C_{33}\varepsilon_{zz}=0$. The polarization follows from the same $u(a,c)$, with first-order change $2e_{31}\varepsilon+e_{33}\varepsilon_{zz}$. The internal motion is thus already contained in the four constants and must not be added again.

A definite model shows the sizes. Measure lengths in a bond length $r_0$ and energies in $kr_0^2$, with $k$ the bond spring constant. Let $b_1=uc$ be the axial bond length and $b_2=\sqrt{a^2/3+(\frac12-u)^2c^2}$ that of the other three. Take

$$
\begin{aligned}
w={}&\tfrac12(b_1-1.03)^2+\tfrac32(b_2-1)^2\\
&+0.3\left[\left(g_1+\tfrac13\right)^2+\left(g_2+\tfrac13\right)^2\right],
\end{aligned}
$$

where $g_1=-u(\frac12-u)c^2$ is the scalar product of the axial bond vector with one of the others, and $g_2=-a^2/6+(\frac12-u)^2c^2$ is that of two of the others. The value $-\frac13$ belongs to tetrahedral angles between unit bonds. The energy contains no electrostatic part, so the charges merely record the polarization at zero macroscopic field.

Solving the three equilibrium conditions numerically gives $a=1.635$, $c=2.714$ and $u=0.3792$. Since $u$ exceeds $\frac38$, equation (18) gives a small spontaneous polarization, $P_{\rm sp}=-0.0036$ in units of $Z/r_0^2$. The constants follow from central differences: $a$ or $c$ is changed by $\pm0.03\%$, $u$ is relaxed, and the normal stress and $P_z$ are recorded. The results are

$$
\frac{C_{13}}{C_{33}}=0.1343,\qquad e_{31}=-0.0415,\qquad e_{33}=0.0949 ,
$$

with the coefficients in $Z/r_0^2$. The formula predicts

$$
\frac{P_{\rm pz}}{\varepsilon}
=2(-0.0415-0.0949\times0.1343)=-0.1085 .
$$

When $a$ is changed by the same small amounts and both $c$ and $u$ relax freely, the slope of $P_z$ is also $-0.1085$. The proper coefficient of this crystal is $-0.0415-0.0036=-0.0451$.

The model also shows why $P_{\rm sp}$ and $e_{31}$ must come from one convention. Suppose that each cation were instead paired with the single anion above it. The dipole moment would be $-Zuc$, and the polarization would differ from equation (18) by $-\sqrt3Z/(2a^2)$. This term is a constant divided by the area. It changes $P_{\rm sp}$ and, through its dependence on $a$, also $e_{31}$. Multiplied by the area it is constant, so $e_{31}^{\rm prop}$ stays the same. At a coherent interface between two such crystals with equal $Z$, both sides have the same $a$, and the extra term cancels in the difference of the full polarizations, provided that both sides use the same pairing. In the linear form $P_{\rm sp}+P_{\rm pz}$ it cancels only to first order. The extra term is $-0.324\,Z/r_0^2$ here, and its expansion in $(1+\varepsilon)^{-2}$ leaves the remainder $3\times(-0.324)\,\varepsilon^2$, about 9% of the cluster value of $|P_{\rm pz}|$ at $\varepsilon=0.01$. The same term changes $P_{\rm pz}/\varepsilon$ from $-0.1085$ to $+0.540$. The value and even the sign of $P_{\rm pz}$ thus belong to a convention, and the linear formula predicts an interface charge more accurately with the convention that makes $P_{\rm sp}$ small.

### (l) How far the linear law reaches

At $\varepsilon=0.01$ the relaxed spring model gives a polarization change of $-0.001048\,Z/r_0^2$. Compare this with the linear law, and find how much of the difference comes from the growth of the area.

*Solution.* The linear law gives $-0.1085\times0.01=-0.001085$. Its magnitude is 3.5% too large, relative to the relaxed result.

To isolate the effect of area, write $P_z=Q/(1+\varepsilon)^2$ and suppose for the moment that $Q$ is strictly linear, $Q=P_{\rm sp}+Q_1\varepsilon$. Equation (17) gives $Q_1=-0.1085+2P_{\rm sp}=-0.1157$. With $(1+\varepsilon)^{-2}=1-2\varepsilon+3\varepsilon^2+\dots$, the second-order term in $P_z$ is

$$
(3P_{\rm sp}-2Q_1)\varepsilon^2
=(-0.011+0.231)\times10^{-4}=2.2\times10^{-5}.
$$

This is positive, opposite to the linear change, and amounts to 2.1% of the relaxed result. The area therefore accounts for somewhat more than half of the 3.5%. The remainder comes from the nonlinear change of $Q$, that is, from the nonlinear adjustment of $u$ as the cell relaxes.

These percentages belong to this spring model and to the cluster convention of equation (18); with the single pairing of part (k) the linear law is off by 1.1%. For another crystal the second-order terms must be found from its own energy and polarization. The formula for $P_{\rm pz}$ gives the slope at zero strain, and its error relative to the true change grows in proportion to $\varepsilon$ as long as the second-order term dominates the correction.
